# Comment on a bare Hellmann-Feynman rule for Kohn-Sham eigenvalues

## The argument under review

The manuscript asks how a Kohn-Sham eigenvalue changes when an ion is displaced. Its argument has three parts.

1. The orbital \(\phi_i\) is a normalized eigenfunction of the Kohn-Sham Hamiltonian, so the Hellmann-Feynman theorem applies to \(\varepsilon_i\).
2. The displacement \(\lambda\) enters explicitly only through the external potential \(v_{\rm ext}\). The author concludes that
\[
\frac{d\varepsilon_i}{d\lambda}\overset{?}{=}\langle\phi_i|v_1|\phi_i\rangle,\qquad v_1=\frac{\partial v_{\rm ext}}{\partial\lambda}. \tag{1}
\]
3. As support, the author notes that the force on an ion needs only the unperturbed density, and appeals to the \(n+1\) theorem: quantities of order \(n\) determine the energy to order \(n+1\), so unperturbed orbitals should suffice for a first derivative.

Part 1 is correct, and so are the statements about the total energy in part 3. The question is whether (1) follows from them.

## Conventions

I use Hartree atomic units, real orthonormal orbitals, fixed occupations \(f_i\), and a nondegenerate level \(i\). Occupied and empty levels are separated by a gap. The exchange-correlation functional has the density derivatives used below, and the basis does not move with \(\lambda\). The energy is
\[
E=\sum_i f_i\langle\phi_i|\hat t|\phi_i\rangle+\int v_{\rm ext}n+E_{\rm Hxc}[n]+E_{\rm ion},\qquad n=\sum_i f_i\rho_i,\quad \rho_i=\phi_i^2 .
\]
Here \(\hat t\) is the kinetic energy operator, \(E_{\rm Hxc}\) contains the Hartree and exchange-correlation energies, and \(E_{\rm ion}\) is the ion-ion repulsion. The Kohn-Sham Hamiltonian is
\[
h=\hat t+v_{\rm ext}+v_{\rm Hxc}[n],\qquad v_{\rm Hxc}=\frac{\delta E_{\rm Hxc}}{\delta n},\qquad K(r,r')=\frac{\delta v_{\rm Hxc}(r)}{\delta n(r')} .
\]
The kernel \(K\) is a second functional derivative and therefore symmetric. I write \(Kg\) for \(\int K(r,r')g(r')\,dr'\). A prime on any other quantity means \(d/d\lambda\), and \(n_1=n'\).

## A test that needs no response theory

Translate an isolated molecule rigidly by \(\lambda\) along \(x\). Its eigenvalues cannot change. Does (1) give zero?

For this motion \(v_{\rm ext}(x)\) becomes \(v_{\rm ext}(x-\lambda)\), so \(v_1=-\partial_xv_{\rm ext}\). Because \([\partial_x,h]=\partial_x(v_{\rm ext}+v_{\rm Hxc})\), and \(h\) can act to the left or to the right on its eigenfunction,
\[
\langle\phi_i|\partial_x(v_{\rm ext}+v_{\rm Hxc})|\phi_i\rangle
=\langle\phi_i|\partial_xh-h\partial_x|\phi_i\rangle
=(\varepsilon_i-\varepsilon_i)\langle\phi_i|\partial_x\phi_i\rangle=0 .
\]
The right-hand side of (1) is therefore
\[
\langle\phi_i|v_1|\phi_i\rangle=-\langle\phi_i|\partial_xv_{\rm ext}|\phi_i\rangle=\langle\phi_i|\partial_xv_{\rm Hxc}|\phi_i\rangle. \tag{2}
\]
This is the mean gradient of the electronic potential seen by one orbital. In an asymmetric molecule with several occupied orbitals it does not vanish in general. In the model molecule described below, (2) equals \(+0.1195\) hartree/bohr for the lower orbital and \(-0.1195\) hartree/bohr for the upper one. Rule (1) thus predicts that moving the whole molecule through empty space shifts its levels.

The two values are opposite for a reason. \(E_{\rm Hxc}\) does not change when the density is translated, so
\[
0=\frac{d}{d\lambda}E_{\rm Hxc}[n(x-\lambda)]=-\int v_{\rm Hxc}\,\partial_xn=\int n\,\partial_xv_{\rm Hxc}.
\]
The last step is an integration by parts with a density that vanishes at infinity. The occupation-weighted sum of (2) is therefore zero, and with two equally occupied orbitals the two values must cancel. The total force is right while each orbital contribution, read as an eigenvalue derivative, is wrong.

## Where the argument breaks

Differentiate \(\varepsilon_i=\langle\phi_i|h|\phi_i\rangle\):
\[
\varepsilon_i'=\langle\phi_i'|h|\phi_i\rangle+\langle\phi_i|h|\phi_i'\rangle+\langle\phi_i|h'|\phi_i\rangle
=\varepsilon_i\frac{d}{d\lambda}\langle\phi_i|\phi_i\rangle+\langle\phi_i|h'|\phi_i\rangle .
\]
Normalization removes the first term. This is the Hellmann-Feynman theorem, and it contains the full derivative \(h'\). The kinetic operator is independent of \(\lambda\), but \(v_{\rm Hxc}\) depends on \(\lambda\) through the density. The chain rule gives
\[
h'=v_1+Kn_1,
\]
and hence
\[
\boxed{\;\varepsilon_i'=\langle\phi_i|v_1+Kn_1|\phi_i\rangle\;} \tag{3}
\]
The error lies in part 2 of the argument. The theorem removes the derivative of the orbital whose expectation value is taken. It does not remove the derivative of the operator, and this operator is built from all the occupied orbitals.

## Why the force is different

For the total energy the same density change does drop out. The kinetic, external and Hxc terms vary through the orbitals by
\[
\sum_i f_i\big(\langle\phi_i'|\hat t|\phi_i\rangle+\langle\phi_i|\hat t|\phi_i'\rangle\big)+\int(v_{\rm ext}+v_{\rm Hxc})n_1 ,\qquad n_1=2\sum_i f_i\phi_i\phi_i' .
\]
Inserting \(n_1\) combines these terms into matrix elements of \(h\):
\[
\sum_i f_i\big(\langle\phi_i'|h|\phi_i\rangle+\langle\phi_i|h|\phi_i'\rangle\big)=\sum_i f_i\varepsilon_i\frac{d}{d\lambda}\langle\phi_i|\phi_i\rangle=0 .
\]
Only the explicit dependence on \(\lambda\) remains:
\[
E'=\int n\,v_1+E_{\rm ion}'. \tag{4}
\]
The energy is stationary with respect to orthonormal variations of the orbitals. An eigenvalue is not. If the density that enters \(v_{\rm Hxc}\) is changed by \(\delta n\) at fixed \(v_{\rm ext}\), the potential changes by \(K\delta n\), and first-order perturbation theory gives
\[
\delta\varepsilon_i=\int\rho_i\,K\delta n=\int(K\rho_i)\,\delta n .
\]
The coefficient \(K\rho_i\) is the potential produced by one orbital density. In general it is not constant in space, so even a \(\delta n\) that integrates to zero can shift the level at first order.

The eigenvalue sum shows how (3) and (4) fit together. Multiplying (3) by \(f_i\) and summing gives
\[
\sum_i f_i\varepsilon_i'=\int n\,v_1+\int n\,Kn_1 . \tag{5}
\]
The energy written in terms of eigenvalues is \(E=\sum_i f_i\varepsilon_i-\int n\,v_{\rm Hxc}+E_{\rm Hxc}+E_{\rm ion}\). The derivative of its double-counting part is
\[
-\int n_1v_{\rm Hxc}-\int n\,Kn_1+\int v_{\rm Hxc}n_1=-\int n\,Kn_1 ,
\]
which cancels the last term of (5) and restores (4). A correct force is therefore no evidence for (1).

## What the \(n+1\) theorem does say

Equation (4) holds at every \(\lambda\). Differentiating it \(m\) times by the product rule gives
\[
E^{(m+1)}=\sum_{k=0}^{m}\binom mk\int n^{(k)}\,v_{\rm ext}^{(m+1-k)}+E_{\rm ion}^{(m+1)} .
\]
The density through order \(m\) gives the energy through order \(m+1\). This is the theorem the author invokes, and its premise is stationarity. For \(m=1\),
\[
E''=\int n_1v_1+\int n\,\frac{\partial^2v_{\rm ext}}{\partial\lambda^2}+E_{\rm ion}'' . \tag{6}
\]
Differentiating (3) \(m\) times instead leaves the term \(\int\rho_i\,Kn^{(m+1)}\), because \(n_1\) is already a first derivative. The stationarity of \(\langle\phi_i|h|\phi_i\rangle\) with respect to \(\phi_i\) does not remove it, so this expression contains the density response at order \(m+1\), one order more than the energy does. The term can be traded for a self-consistent response of another kind, to the potential \(K\rho_i\) of the orbital density, as equations (8) and (9) below show for \(m=0\). It cannot simply be dropped.

## The response must be self-consistent

Let \(w=v_1+Kn_1\) be the total first-order potential. The first-order equation is \((h-\varepsilon_i)\phi_i'=-(w-\varepsilon_i')\phi_i\). Projection on \(\phi_a\) with \(a\ne i\) removes the \(\varepsilon_i'\) term by orthogonality and gives \((\varepsilon_a-\varepsilon_i)\langle\phi_a|\phi_i'\rangle=-\langle\phi_a|w|\phi_i\rangle\). For real normalized orbitals \(\langle\phi_i|\phi_i'\rangle=0\), so
\[
n_1=2\sum_i f_i\sum_{a\ne i}\phi_i\phi_a\frac{\langle\phi_a|w|\phi_i\rangle}{\varepsilon_i-\varepsilon_a}\equiv\chi_0w .
\]
For two equally occupied levels, the terms \((i,a)\) and \((a,i)\) cancel because their denominators have opposite signs. Such pairs can be left out of the sum, and must be left out if the two levels are degenerate. Since \(w\) contains \(n_1\), this is a linear equation for \(n_1\):
\[
n_1=\chi_0(v_1+Kn_1)\quad\Longrightarrow\quad(1-\chi_0K)\,n_1=\chi_0v_1 . \tag{7}
\]
I assume that \(1-\chi_0K\) is invertible. Where it is singular, the self-consistent solution has no unique linear response, and (3) cannot be evaluated in this way.

The author might propose a cheap repair: let the electrons respond to \(v_1\) alone, \(n_1\approx\chi_0v_1\), and insert this in (3). That omits the reaction of the electrons to their own induced potential. The example shows what the omission costs.

## An equivalent route with the bare perturbation

There is a correct formula that contains \(v_1\) alone, and it shows what (1) lacks. Let the occupations vary continuously. By the stationarity already shown, the orbital changes contribute nothing to \(\partial E/\partial f_i\), and the explicit dependence on \(f_i\) gives Janak's theorem,
\[
\frac{\partial E}{\partial f_i}=\langle\phi_i|\hat t+v_{\rm ext}+v_{\rm Hxc}|\phi_i\rangle=\varepsilon_i .
\]
The eigenvalue derivative is therefore a mixed second derivative of the energy. Interchanging the order of differentiation and using (4), in which \(E_{\rm ion}'\) does not depend on \(f_i\), gives
\[
\varepsilon_i'=\frac{\partial}{\partial f_i}\frac{\partial E}{\partial\lambda}=\int\frac{\partial n}{\partial f_i}\,v_1 . \tag{8}
\]
When \(f_i\) changes, the density changes directly by \(\rho_i\), and the orbitals respond to the resulting change in \(v_{\rm Hxc}\):
\[
\frac{\partial n}{\partial f_i}=\rho_i+\chi_0K\frac{\partial n}{\partial f_i}\quad\Longrightarrow\quad\frac{\partial n}{\partial f_i}=(1-\chi_0K)^{-1}\rho_i . \tag{9}
\]
Rule (1) uses \(\rho_i\) where (8) requires the relaxed density (9).

The agreement of (8) with (3) can also be seen directly. From (7), the potential in (3) is \(w=[1+K(1-\chi_0K)^{-1}\chi_0]v_1\). Since \((1-K\chi_0)K=K(1-\chi_0K)\), we have \(K(1-\chi_0K)^{-1}=(1-K\chi_0)^{-1}K\), and
\[
w=\big[1+(1-K\chi_0)^{-1}K\chi_0\big]v_1=(1-K\chi_0)^{-1}v_1 .
\]
Both \(K\) and \(\chi_0\) are symmetric, so the transpose of \((1-K\chi_0)^{-1}\) is \((1-\chi_0K)^{-1}\). Moving it from \(v_1\) onto \(\rho_i\) in \(\int\rho_iw\) gives (8).

The demand for a first-order potential can now be stated precisely. One may solve (7) once for each perturbation and use the result for every orbital, or solve (9) once for each orbital and use the result for every perturbation. Neither route avoids a self-consistent response.

## A model molecule

The size of the effect can be judged on a one-dimensional molecule. Ion A has charge 3 and is fixed. Ion B has charge 1 and sits at \(X\), a distance \(R=3\) bohr to the right of A. Four electrons fill two orbitals doubly. All interactions have the soft-Coulomb form \(u(s)=1/\sqrt{s^2+1}\), with a minus sign between electrons and ions. Correlation is omitted.

Exchange is treated in the local density approximation, taken from the uniform gas with the same interaction. There \(n=2k_F/\pi\), and the one-particle density matrix is \(\gamma(s)=2\int_{-k_F}^{k_F}e^{iks}\,dk/2\pi\). The exchange energy per length is \(e_x=-\tfrac14\int\gamma^2u\,ds\). The Fourier transform of \(u\) is \(2K_0(|q|)\), with \(K_0\) the modified Bessel function. That of \(\gamma^2\) is the overlap of two intervals of length \(2k_F\) displaced by \(q\), times \(4/2\pi\): it equals \((2/\pi)(2k_F-|q|)\) for \(|q|<2k_F\) and zero otherwise. With \(2k_F=\pi n\),
\[
e_x=-\frac14\int_{-\pi n}^{\pi n}\frac{dq}{2\pi}\,2K_0(|q|)\,\frac2\pi(\pi n-|q|)=-\frac1{\pi^2}\int_0^{\pi n}(\pi n-q)K_0(q)\,dq .
\]
The integrand vanishes at the upper limit, so differentiation acts only on the factor \(\pi n\) inside it:
\[
v_x=\frac{de_x}{dn}=-\frac1\pi\int_0^{\pi n}K_0(q)\,dq,\qquad \frac{dv_x}{dn}=-K_0(\pi n).
\]
Thus \(K\) is the soft-Coulomb interaction plus the local term \(-K_0(\pi n)\,\delta(x-x')\).

The parameter is \(\lambda=R\), and B moves:
\[
v_1=-\frac{x-X}{[(x-X)^2+1]^{3/2}} .
\]
This is positive to the left of B, where electrons lose attraction as B recedes. The derivatives, in hartree/bohr, are:

| | lower orbital | upper orbital |
|---|---:|---:|
| bare value, rule (1) | 0.1095 | 0.0401 |
| induced Hartree part | −0.1403 | −0.0202 |
| induced exchange part | 0.0064 | −0.0126 |
| result of (3) | −0.0244 | 0.0072 |
| one-shot response | −0.1941 | 0.0427 |

Sums are formed before rounding, so a last digit may differ by one. The third row shows that the induced exchange part has different signs for the two orbitals.

Finite differences of fully converged eigenvalues reproduce the results of (3), as does (8) with density changes taken from calculations at slightly reduced occupations. The numerical check asserts both agreements.

For the lower orbital, rule (1) has the wrong sign. For the upper, highest occupied orbital it is too large by a factor \(0.04006/0.00724\approx5.5\): it predicts 2.06 eV/Å instead of 0.37 eV/Å. At this bond length the one-shot repair is further from the correct value than the bare rule for both orbitals. The ranking depends on \(R\): at 2 and 2.5 bohr the one-shot value is the closer one, but its error remains of the same order as that of the bare rule. The figures that follow are for \(R=3\) bohr. Its error is \(-0.170\) against \(+0.134\) hartree/bohr for the lower orbital, and \(+0.035\) against \(+0.033\) for the upper one.

The force behaves as (4) says. The electronic term is \(2(0.10946+0.04006)=0.2990\), and the ion-ion term is \(-3R/(R^2+1)^{3/2}=-9/10^{3/2}=-0.2846\). Their sum, \(E'=0.0144\) hartree/bohr, agrees with the finite difference of the total energy. The eigenvalue sum has the derivative \(2(-0.0244+0.0072)=-0.0343\), which differs from the electronic term by \(\int nKn_1=-0.3333\), as (5) requires. With \(n_1\) in hand, (6) gives \(E''=0.0683\) hartree/bohr², also confirmed by finite differences.

## Why the bare value can be so far off

A limiting case makes the cancellation plausible. Let \(R\) be large, let an orbital sit on A, and let \(N_B\) electrons sit on B and move rigidly with it, with no charge flowing between the atoms. Seen from A, an ion of charge \(Z_B\) contributes \(v_1\approx Z_B/R^2\). The electrons carried along contribute \(-N_B/R^2\), and local exchange contributes nothing where the densities do not overlap. To leading order
\[
\varepsilon_i'\approx\frac{Z_B-N_B}{R^2},
\]
which vanishes at this order for a neutral atom B, whereas rule (1) gives \(Z_B/R^2\). The bare rule moves the nucleus and leaves its electrons behind. In the model the atoms overlap at \(R=3\) bohr, and the upper orbital is shared between them, so charge can flow as the bond length changes. The conditions of the estimate are not met and it is not quantitative, but the large negative Hartree part for the lower orbital has the sign it suggests.

## When the bare rule holds, and when (3) needs more

Rule (1) is correct if \(v_{\rm Hxc}\) is held fixed. Finite differences with a frozen potential do return 0.1095 and 0.0401 hartree/bohr, so the author's formula answers a different question from the one asked. It is also correct for a uniform shift \(v_1=c\): then \(\langle\phi_a|c|\phi_i\rangle=0\) for \(a\ne i\), so \(n_1=0\) and every level moves by \(c\). In a system with inversion symmetry, an odd \(v_1\) produces an odd \(n_1\) and an odd \(Kn_1\). Both terms of (3) then vanish against the even \(\rho_i\), and (1) gives the correct value, zero. A test on such a case cannot distinguish the two formulas.

Equation (3) has limits of its own. If occupations change with \(\lambda\), \(n_1\) acquires the additional source \(\sum_i f_i'\rho_i\). If level \(i\) is degenerate, \(\phi_i\) is not uniquely defined, and the derivation above does not apply as it stands. If the basis functions move with the ions, the equation to differentiate is \(Fc=\varepsilon Sc\) with \(c^{T}Sc=1\), where \(F\) and \(S\) are the Hamiltonian and overlap matrices. Multiplying its derivative by \(c^{T}\) from the left cancels the terms in \(c'\), because \(c^{T}(F-\varepsilon S)=0\), and leaves
\[
\varepsilon'=c^{T}(F'-\varepsilon S')c .
\]
Here \(F'\) includes both the motion of the basis and the induced potential.

I ask the author to recompute the level shifts from (3) or (8), and to compare at least one of them with eigenvalues converged separately at two displaced geometries. The comparison should use a displacement for which symmetry does not force the answer to be zero.

## Calculated quantities

```
ion charges A, B: 3, 1 e; bond length 3.0 bohr
grid: 251 points, spacing 0.2 bohr, from -25 to 25 bohr
finite-difference steps: bond 0.02 bohr, occupation 0.01 electrons
total energy: -4.835408 hartree
Derivatives with respect to bond length, ion B moving (hartree/bohr):
lower orbital: eigenvalue -0.770015 hartree
  bare expectation value         0.109455
  frozen-potential difference    0.109455
  induced Hartree part          -0.140283
  induced exchange part          0.006435
  one-shot response result      -0.194136
  self-consistent result        -0.024393
  finite difference of SCF      -0.024393
  occupation-response route     -0.024393
  Janak dE/df -0.770015 hartree
upper orbital (HOMO): eigenvalue -0.198505 hartree
  bare expectation value         0.040059
  frozen-potential difference    0.040059
  induced Hartree part          -0.020235
  induced exchange part         -0.012580
  one-shot response result       0.042681
  self-consistent result         0.007244
  finite difference of SCF       0.007244
  occupation-response route      0.007244
  Janak dE/df -0.198505 hartree
HOMO bare derivative: 2.0599 eV/angstrom
HOMO true derivative: 0.3725 eV/angstrom
electronic term int n v1: 0.299028 hartree/bohr
ion-ion term: -0.284605 hartree/bohr
dE/dR formula: 0.014423 hartree/bohr
dE/dR finite difference: 0.014423 hartree/bohr
d2E/dR2 from first-order density: 0.068332 hartree/bohr^2
d2E/dR2 finite difference: 0.068332 hartree/bohr^2
derivative of occupied eigenvalue sum: -0.034298 hartree/bohr
extra term int n K n1: -0.333325 hartree/bohr
Rigid translation, lower and upper orbital:
  bare values: 0.119459, -0.119459 hartree/bohr
  largest self-consistent value: 3.8e-12 hartree/bohr
  largest eigenvalue change for 0.37 bohr shift: 7.8e-13 hartree
```
